# Two electrons in three degenerate orbitals with the Kanamori interaction

**The problem**

An atom has three degenerate real orbitals, $m=1,2,3$. The operator $d^\dagger_{m\sigma}$ creates an electron of spin $\sigma=\uparrow,\downarrow$ in orbital $m$, and $n_{m\sigma}=d^\dagger_{m\sigma}d_{m\sigma}$. Operators of different spin-orbitals anticommute, $d^\dagger_{m\sigma}d^\dagger_{m\sigma}=0$, and $d_{m\sigma}d^\dagger_{m\sigma}+d^\dagger_{m\sigma}d_{m\sigma}=1$. The one-electron energy is set to zero, and there is no crystal field, spin-orbit coupling or hopping to other atoms. The electrons interact through the Kanamori Hamiltonian

$$
\begin{aligned}
H={}&U\sum_m n_{m\uparrow}n_{m\downarrow}+U'\sum_{m\neq m'}n_{m\uparrow}n_{m'\downarrow}+(U'-J)\sum_{m<m',\,\sigma}n_{m\sigma}n_{m'\sigma}\\
&-J\sum_{m\neq m'}d^\dagger_{m\uparrow}d_{m\downarrow}d^\dagger_{m'\downarrow}d_{m'\uparrow}
+J\sum_{m\neq m'}d^\dagger_{m\uparrow}d^\dagger_{m\downarrow}d_{m'\downarrow}d_{m'\uparrow}.
\end{aligned}
$$

Sums over $m\neq m'$ run over ordered pairs. The first line contains the density-density terms. The second contains the spin-flip term and the pair-hopping term. Until part (e), $U$, $U'$ and $J$ are independent numbers.

**(a) How many two-electron states are there? Sort them into groups that $H$ does not mix.**

*Answer.* There are $3\times 2=6$ spin-orbitals, and two electrons occupy two different ones, so the number of states is $6\cdot5/2=15$. They fall into three groups:

- 3 states with both electrons in one orbital;
- 6 states with parallel spins in different orbitals (3 orbital pairs, 2 spin directions);
- 6 states with antiparallel spins in different orbitals (3 orbital pairs, 2 ways to place the up spin).

The density-density terms are diagonal in these states. The spin-flip term needs an up electron in $m'$ and a down electron in a different orbital $m$. It therefore gives zero on the first two groups, and in the third it exchanges the two spins while the same two orbitals stay occupied. The pair-hopping term needs both electrons in $m'$ and moves them together to $m$, so it acts within the first group and gives zero on the others.

The problem thus splits into six single states, three $2\times2$ blocks and one $3\times3$ block.

**(b) Find the energies of the parallel-spin states.**

*Answer.* Take $d^\dagger_{1\uparrow}d^\dagger_{2\uparrow}|0\rangle$. No orbital is doubly occupied and there is no down spin, so the terms with $U$ and with $U'$ alone vanish. The third sum counts each orbital pair once and contributes $U'-J$. By part (a) the second line of $H$ gives zero. The same holds for two down spins and for the other orbital pairs, so all six states have energy

$$E=U'-J .$$

**(c) Diagonalize the antiparallel block of orbitals 1 and 2, and find the total spin of each eigenstate.**

*Answer.* Define

$$|a\rangle=d^\dagger_{1\uparrow}d^\dagger_{2\downarrow}|0\rangle,\qquad |b\rangle=d^\dagger_{2\uparrow}d^\dagger_{1\downarrow}|0\rangle .$$

In both definitions the up operator stands on the left, which fixes the signs below. In each state one ordered pair contributes to the second sum in $H$, so both diagonal elements are $U'$.

For the off-diagonal element, let the spin-flip term with $m=1$, $m'=2$ act on $|b\rangle$, one operator at a time from the right:

$$
\begin{aligned}
d_{2\uparrow}|b\rangle&=d^\dagger_{1\downarrow}|0\rangle,\\
d^\dagger_{2\downarrow}d_{2\uparrow}|b\rangle&=d^\dagger_{2\downarrow}d^\dagger_{1\downarrow}|0\rangle,\\
d_{1\downarrow}d^\dagger_{2\downarrow}d_{2\uparrow}|b\rangle&=-d^\dagger_{2\downarrow}d_{1\downarrow}d^\dagger_{1\downarrow}|0\rangle=-d^\dagger_{2\downarrow}|0\rangle,\\
d^\dagger_{1\uparrow}d_{1\downarrow}d^\dagger_{2\downarrow}d_{2\uparrow}|b\rangle&=-d^\dagger_{1\uparrow}d^\dagger_{2\downarrow}|0\rangle=-|a\rangle .
\end{aligned}
$$

The minus sign in the third line comes from moving $d_{1\downarrow}$ past $d^\dagger_{2\downarrow}$. The prefactor $-J$ turns the result into $+J|a\rangle$. The term with $m=2$, $m'=1$ starts with $d_{1\uparrow}$ and gives zero on $|b\rangle$. Exchanging the labels 1 and 2 shows that $|a\rangle$ goes to $+J|b\rangle$. Hence

$$
H|a\rangle=U'|a\rangle+J|b\rangle,\qquad H|b\rangle=J|a\rangle+U'|b\rangle .
$$

Adding and subtracting these equations gives

$$
H(|a\rangle+|b\rangle)=(U'+J)(|a\rangle+|b\rangle),\qquad
H(|a\rangle-|b\rangle)=(U'-J)(|a\rangle-|b\rangle).
$$

To find the spins, use $S_+=\sum_m d^\dagger_{m\uparrow}d_{m\downarrow}$ and its adjoint $S_-=\sum_m d^\dagger_{m\downarrow}d_{m\uparrow}$. On $|a\rangle$ the down electron is in orbital 2:

$$
S_+|a\rangle=d^\dagger_{2\uparrow}d_{2\downarrow}d^\dagger_{1\uparrow}d^\dagger_{2\downarrow}|0\rangle
=-d^\dagger_{2\uparrow}d^\dagger_{1\uparrow}|0\rangle=d^\dagger_{1\uparrow}d^\dagger_{2\uparrow}|0\rangle .
$$

Exchanging the labels gives $S_+|b\rangle=d^\dagger_{2\uparrow}d^\dagger_{1\uparrow}|0\rangle=-d^\dagger_{1\uparrow}d^\dagger_{2\uparrow}|0\rangle$. Therefore $S_+(|a\rangle+|b\rangle)=0$. A state with $S_z=0$ that cannot be raised has $S=0$, so $(|a\rangle+|b\rangle)/\sqrt2$ is a singlet.

For the other combination, start from the parallel state, which has $S_z=1$ and cannot be raised, so that $S=1$. Lowering it gives

$$
S_-\,d^\dagger_{1\uparrow}d^\dagger_{2\uparrow}|0\rangle
=d^\dagger_{1\downarrow}d^\dagger_{2\uparrow}|0\rangle+d^\dagger_{1\uparrow}d^\dagger_{2\downarrow}|0\rangle
=-|b\rangle+|a\rangle .
$$

So $(|a\rangle-|b\rangle)/\sqrt2$ is the $S_z=0$ member of a triplet. Its energy $U'-J$ agrees with part (b), as it must if the energy does not depend on the direction of the spin. For $J>0$ the triplet lies $2J$ below the singlet, which is Hund's exchange at work.

Each of the three orbital pairs has such a block. Together with part (b) this gives $6+3=9$ triplet states at $U'-J$ and 3 singlets at $U'+J$.

**(d) Diagonalize the block of doubly occupied orbitals.**

*Answer.* Let $|p_m\rangle=d^\dagger_{m\uparrow}d^\dagger_{m\downarrow}|0\rangle$. The diagonal element is $U$. For pair hopping from $m'$ to $m$,

$$
d_{m'\downarrow}d_{m'\uparrow}|p_{m'}\rangle
=d_{m'\downarrow}d^\dagger_{m'\downarrow}|0\rangle=|0\rangle,
\qquad
d^\dagger_{m\uparrow}d^\dagger_{m\downarrow}|0\rangle=|p_m\rangle ,
$$

so every off-diagonal element is $+J$:

$$
\begin{pmatrix}U&J&J\\J&U&J\\J&J&U\end{pmatrix}
=(U-J)\begin{pmatrix}1&0&0\\0&1&0\\0&0&1\end{pmatrix}
+J\begin{pmatrix}1&1&1\\1&1&1\\1&1&1\end{pmatrix}.
$$

The matrix of ones replaces each component of a vector $(c_1,c_2,c_3)$ by the sum $c_1+c_2+c_3$. There are two cases.

- For $c_1=c_2=c_3$ the sum is three times each component. The energy is $U-J+3J=U+2J$, for one state.
- For $c_1+c_2+c_3=0$ the matrix of ones gives zero. The energy is $U-J$, for two independent states, for example $(1,-1,0)/\sqrt2$ and $(1,1,-2)/\sqrt6$.

All three states are singlets, because $S_+$ would put two up electrons into the same orbital.

For $J>0$, pair hopping raises the uniform combination and lowers the other two. The sign of the off-diagonal element decides this: a positive element favours amplitudes of opposite sign.

**(e) The interaction is now required to be unchanged when the three orbitals are rotated among themselves like the components of a vector. Use a rotation by $45^\circ$ in the plane of orbitals 1 and 2 to find $U'$, and state the resulting levels.**

*Answer.* For both spins the rotation replaces

$$
d^\dagger_{1\sigma}\to\frac{d^\dagger_{1\sigma}+d^\dagger_{2\sigma}}{\sqrt2},\qquad
d^\dagger_{2\sigma}\to\frac{-d^\dagger_{1\sigma}+d^\dagger_{2\sigma}}{\sqrt2}.
$$

Multiplying out, with the up operator kept on the left, gives

$$
\begin{aligned}
|p_1\rangle&\to\tfrac12(d^\dagger_{1\uparrow}+d^\dagger_{2\uparrow})(d^\dagger_{1\downarrow}+d^\dagger_{2\downarrow})|0\rangle
=\tfrac12\left(|p_1\rangle+|p_2\rangle+|a\rangle+|b\rangle\right),\\
|p_2\rangle&\to\tfrac12(-d^\dagger_{1\uparrow}+d^\dagger_{2\uparrow})(-d^\dagger_{1\downarrow}+d^\dagger_{2\downarrow})|0\rangle
=\tfrac12\left(|p_1\rangle+|p_2\rangle-|a\rangle-|b\rangle\right).
\end{aligned}
$$

Subtracting the second line from the first and dividing by $\sqrt2$,

$$
\frac{|p_1\rangle-|p_2\rangle}{\sqrt2}\;\to\;\frac{|a\rangle+|b\rangle}{\sqrt2}.
$$

The state on the left has energy $U-J$ by part (d), and the one on the right has energy $U'+J$ by part (c). If the rotation leaves $H$ unchanged, the two energies are equal:

$$
U-J=U'+J\quad\Longrightarrow\quad U'=U-2J .
$$

Insert this into the earlier results. The nine triplet states have $U'-J=U-3J$. The three interorbital singlets have $U'+J=U-J$ and join the two states of part (d) at the same energy. The levels are

| Energy | Degeneracy | Origin |
|---|---|---|
| $U-3J$ | 9 | triplets |
| $U-J$ | 5 | 3 interorbital singlets, 2 pair states |
| $U+2J$ | 1 | uniform pair state |

The degeneracies add up to 15. For $J>0$ the table runs from the lowest to the highest level, and for $J<0$ the order is reversed. For $J=0$ also $U'=U$, and all 15 states have energy $U$. The parameter $U$ shifts all levels together, so the splittings depend on $J$ alone.

**(f) Explain the degeneracies by assigning a total spin $S$ and a total orbital number $L$ to each level. Show that $U'=U-2J$ is also sufficient for rotational invariance of the two-electron problem.**

*Answer.* Every state with $S_z=0$ can be written as

$$
|T\rangle=\sum_{m,k}T_{mk}\,d^\dagger_{m\uparrow}d^\dagger_{k\downarrow}|0\rangle ,
$$

with a $3\times3$ matrix $T$. A rotation $R$ of the orbitals acts on both indices, so $T\to RTR^{\mathsf T}$. This is the product of two vectors, each with $L=1$, and it contains $L=0$, $1$ and $2$ once each. The three parts are as follows.

- $T$ proportional to the unit matrix. Since $RR^{\mathsf T}=1$, it does not change, and $L=0$. This is the uniform pair state.
- $T$ antisymmetric. It has three independent elements, which can be written $T_{mk}=\sum_l\epsilon_{mkl}v_l$. They rotate like the vector $v$, so $L=1$. These are the combinations $|a\rangle-|b\rangle$, with $S=1$.
- $T$ symmetric with zero trace. It has $6-1=5$ independent elements and is the remaining part, $L=2$. It contains the three combinations $|a\rangle+|b\rangle$ and the two pair states with $c_1+c_2+c_3=0$, all with $S=0$.

The triplet states with $S_z=\pm1$ follow from the antisymmetric part by raising or lowering the spin, which leaves the orbital part alone. The degeneracies $(2S+1)(2L+1)$ are then

$$
3\cdot3=9,\qquad 1\cdot5=5,\qquad 1\cdot1=1 .
$$

In the usual term notation the levels are $^3P$, $^1D$ and $^1S$.

This also settles sufficiency. A rotation maps each of the three parts into itself. With $U'=U-2J$, $H$ multiplies every state of a given part by the same number, so it commutes with all rotations of the orbitals in the two-electron space.

The number $L$ belongs to rotations among these three orbitals, where a single electron has $L=1$. If the orbitals are the $t_{2g}$ members of a $d$ shell, this is not the angular momentum of the shell, for which a single electron has the value 2.

For two electrons the three energies can be collected in one formula,

$$
H=U+2J-2J\,\mathbf S^2-\frac J2\,\mathbf L^2 ,
$$

where $\mathbf S^2=S(S+1)$ and $\mathbf L^2=L(L+1)$. It is verified by inserting each level:

$$
\begin{aligned}
^3P:&\quad U+2J-2J\cdot2-\tfrac J2\cdot2=U-3J,\\
^1D:&\quad U+2J-0-\tfrac J2\cdot6=U-J,\\
^1S:&\quad U+2J-0-0=U+2J .
\end{aligned}
$$

For $J>0$ the state of largest spin is lowest, and of the two singlet levels the one with larger $L$ is lower.

**(g) Evaluate the levels for the model parameters $U=4.0$ eV and $J=0.6$ eV, and check them with the trace of $H$. What does the lowest energy say about the cost of bringing two electrons together?**

*Answer.* First, $U'=4.0-2\times0.6=2.8$ eV. The levels are

$$
\begin{aligned}
U-3J&=4.0-1.8=2.2\ \text{eV}\quad(9),\\
U-J&=4.0-0.6=3.4\ \text{eV}\quad(5),\\
U+2J&=4.0+1.2=5.2\ \text{eV}\quad(1).
\end{aligned}
$$

The middle level lies $2J=1.2$ eV above the lowest, and the highest lies $5J=3.0$ eV above it.

The trace is the sum of the eigenvalues, and it is also the sum of the diagonal elements in the original basis. The two sums are

$$
\begin{aligned}
9(2.2)+5(3.4)+5.2&=19.8+17.0+5.2=42.0\ \text{eV},\\
3U+6U'+6(U'-J)&=12.0+16.8+13.2=42.0\ \text{eV}.
\end{aligned}
$$

They agree. The mean energy of the 15 states is $42.0/15=2.8$ eV. This equals $U'$, because the trace is $15U-30J=15(U-2J)$.

Now compare two isolated atoms with one electron each to the same atoms with two electrons on one and none on the other. The interaction vanishes for zero or one electron, so the second arrangement costs at least $U-3J=2.2$ eV. This is well below $U=4.0$ eV, because the electrons can avoid sharing an orbital and can align their spins. For $J\ge0$ the cost is positive as long as $J<U/3$. For larger $J$ the model would favour putting both electrons on one atom.

**(h) Two changes are made separately, with $U$ and $J$ as in part (g). First, the spin-flip and pair-hopping terms are dropped while $U'=2.8$ eV is kept. Second, the full $H$ is used, but $U'$ is raised to 2.9 eV. Find the levels and say which symmetry is lost.**

*Answer.* In the first case $H$ is diagonal in the states of part (a):

- parallel spins: $U'-J=2.2$ eV, 6 states;
- antiparallel spins in different orbitals: $U'=2.8$ eV, 6 states;
- doubly occupied orbitals: $U=4.0$ eV, 3 states.

The lowest level keeps its energy but has 6 states instead of 9. The triplet members with $S_z=\pm1$ are at 2.2 eV, while the member with $S_z=0$ has moved up to 2.8 eV, where it is degenerate with the singlet of the same orbital pair. The energy now depends on the direction of the spin, so spin-rotation symmetry is lost, apart from rotations about the $z$ axis, since $S_z$ is still conserved. The commutator with $S_+$ shows this directly. Since $S_+$ takes $|a\rangle$, with energy $U'$, to a parallel state with energy $U'-J$,

$$
[H,S_+]\,|a\rangle=(U'-J-U')\,S_+|a\rangle=-J\,S_+|a\rangle\neq0 .
$$

The total spin $S$ can still be used as a label for two electrons, because the singlet and the $S_z=0$ triplet state remain eigenstates of $H$.

Orbital-rotation symmetry is lost as well, although $U'=U-2J$ is kept. The state $(|p_1\rangle-|p_2\rangle)/\sqrt2$ now has energy $U=4.0$ eV, while $(|a\rangle+|b\rangle)/\sqrt2$, into which the $45^\circ$ rotation of part (e) turns it, has energy $U'=2.8$ eV. The fivefold level has disappeared.

In the second case the results of parts (c) and (d) hold for any $U'$:

- triplets: $U'-J=2.9-0.6=2.3$ eV, 9 states;
- two pair states: $U-J=3.4$ eV, 2 states;
- interorbital singlets: $U'+J=2.9+0.6=3.5$ eV, 3 states;
- uniform pair state: $U+2J=5.2$ eV, 1 state.

Spin-rotation symmetry is intact and the ninefold level survives. The fivefold level has split into $2+3$, because the $45^\circ$ rotation of part (e) now connects states of different energy. Permuting the orbitals, or changing the sign of one of them, still leaves $H$ unchanged, but these operations do not mix the two groups.

The general condition follows from parts (c) and (d) if the spin-flip and pair-hopping terms are given separate strengths $J_{\rm flip}$ and $J_{\rm pair}$. The interorbital singlets then lie at $U'+J_{\rm flip}$ and the two pair states at $U-J_{\rm pair}$, so these five states are degenerate when $U-J_{\rm pair}=U'+J_{\rm flip}$. With both strengths equal to $J$ this is $U'=U-2J$, and at $U'=U-2J$ dropping either term splits the level. The ninefold degeneracy needs the $S_z=0$ triplet energy $U'-J_{\rm flip}$ to equal $U'-J$, that is $J_{\rm flip}=J$, whatever $U'$ and $J_{\rm pair}$ are. The program confirms the levels, the quantum numbers, the loss of spin-rotation symmetry in the first case and the loss of orbital-rotation symmetry in the second, using $H$ built from the fermion operators.

## Calculated quantities

```
U = 4.00 eV, J = 0.60 eV, U' = U - 2J = 2.80 eV
number of two-electron states: 15
antiparallel block, orbitals 1 and 2 (eV):
    2.80   0.60
    0.60   2.80
doubly occupied block (eV):
    4.00   0.60   0.60
    0.60   4.00   0.60
    0.60   0.60   4.00
levels of the full interaction:
  E = 2.20 eV, degeneracy 9, S = 1, L = 1
  E = 3.40 eV, degeneracy 5, S = 0, L = 2
  E = 5.20 eV, degeneracy 1, S = 0, L = 0
gap lowest to middle level: 1.20 eV
gap lowest to highest level: 3.00 eV
trace of H: 42.00 eV
mean energy of the 15 states: 2.80 eV
exact eigenvalues of K in H = U + J K, with degeneracies:
  -3: 9
  -1: 5
  +2: 1
density-density terms only:
  E = 2.20 eV, degeneracy 6
  E = 2.80 eV, degeneracy 6
  E = 4.00 eV, degeneracy 3
U' raised by 0.10 eV to 2.90 eV:
  E = 2.30 eV, degeneracy 9
  E = 3.40 eV, degeneracy 2
  E = 3.50 eV, degeneracy 3
  E = 5.20 eV, degeneracy 1
overlap of rotated pair state with singlet: 1.000000
largest element of [H, L], U' = U - 2J: 0.0e+00 eV
largest element of [H, L], U' raised: 0.100 eV
largest element of [H, S+], full: 0.0e+00 eV
largest element of [H, S+], density-density: 0.600 eV
```
